# Double factorization of Cholesky vectors with a certified truncation error

## The decision: which eigenvalues may be discarded

A calculation that stores or applies the electron repulsion in doubly factorized form needs a rule for discarding eigenvalues of the Cholesky vectors. Each one discarded removes a rotated orbital density and all its products with the densities of the same vector. The rule derived here is to compute, for every vector, the number $e_l$ of equation (7), and to discard only while $\sum_l e_l$ stays below the energy error that can be tolerated. This applies when the one-body term is computed from the full integrals; if it is rebuilt from the truncated ones, the number $w$ defined after equation (11) must be added to the sum. A threshold on the eigenvalue alone does not control that error well, because a small eigenvalue is multiplied by the large ones of the same vector. The rule is a guarantee for every state, and it can overstate the error of a ground state by orders of magnitude.

The setting is a nonrelativistic Hamiltonian in $n$ real orthonormal orbitals with a fixed number $N$ of electrons. Atomic units are used. Integrals are in hartree, so Cholesky vectors and their eigenvalues are in hartree$^{1/2}$.

## From integrals to squares of one-body operators

With $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$ and integrals $(pq|rs)$ in charge-density order,

$$H=E_{\rm nuc}+\sum_{pq}h_{pq}E_{pq}+\tfrac12\sum_{pqrs}(pq|rs)\sum_{\sigma\tau}a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}.$$

To expose products of densities, move $a_{q\sigma}$ to the left. The anticommutator $a_{q\sigma}a^\dagger_{r\tau}=\delta_{qr}\delta_{\sigma\tau}-a^\dagger_{r\tau}a_{q\sigma}$ gives

$$E_{pq}E_{rs}=\delta_{qr}E_{ps}-\sum_{\sigma\tau}a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{q\sigma}a_{s\tau}
=\delta_{qr}E_{ps}+\sum_{\sigma\tau}a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma},$$

where the last sign comes from exchanging the two annihilators. Solving for the four-operator string and inserting it,

$$H=E_{\rm nuc}+\sum_{pq}\tilde h_{pq}E_{pq}+\tfrac12\sum_{pqrs}(pq|rs)E_{pq}E_{rs},\qquad
\tilde h_{pq}=h_{pq}-\tfrac12\sum_r(pr|rq).\tag{1}$$

The correction in $\tilde h$ removes the action of each electron on itself that the product $E_{pq}E_{rs}$ contains.

Regard $(pq|rs)$ as a matrix with pair indices $pq$ and $rs$. It is positive semidefinite, because $\sum x_{pq}(pq|rs)x_{rs}$ is twice the Coulomb self-energy of the real charge density $\sum x_{pq}\phi_p\phi_q$. Pivoted Cholesky decomposition starts from $R=(pq|rs)$, picks the pair $P$ with the largest diagonal element, and replaces

$$R\;\to\;R-\frac{R_{:,P}R_{P,:}}{R_{PP}},\qquad L^l=\frac{R_{:,P}}{\sqrt{R_{PP}}}.$$

The new matrix is again positive semidefinite. For any $x$, minimize the old quadratic form over $x+t\,u_P$, with $u_P$ the unit vector of pair $P$:

$$\min_t\left[x^TRx+2t(Rx)_P+t^2R_{PP}\right]=x^TRx-\frac{(Rx)_P^2}{R_{PP}}.$$

The right side is the new quadratic form, and the left side is a minimum of nonnegative numbers. Every column is unchanged under $p\leftrightarrow q$, since the integrals are, and the subtraction preserves this. Each $L^l$, read as an $n\times n$ matrix, is therefore real symmetric. After $M$ steps,

$$(pq|rs)=\sum_{l=1}^{M}L^l_{pq}L^l_{rs}+R_{pq,rs}.\tag{2}$$

## The second factorization

A real symmetric matrix has an orthogonal eigenvector matrix, $L^l=U^l\,{\rm diag}(\lambda^l)\,U^{lT}$. Define rotated operators $c^l_{i\sigma}=\sum_pU^l_{pi}a_{p\sigma}$ and $n^l_i=\sum_\sigma c^{l\dagger}_{i\sigma}c^l_{i\sigma}$. Then

$$X_l\equiv\sum_{pq}L^l_{pq}E_{pq}=\sum_i\lambda^l_i\sum_{pq}U^l_{pi}U^l_{qi}E_{pq}=\sum_i\lambda^l_in^l_i .$$

Inserting (2) in (1) and squaring each $X_l$,

$$H=E_{\rm nuc}+\sum_{pq}\tilde h_{pq}E_{pq}+\tfrac12\sum_{l}\sum_{ij}\lambda^l_i\lambda^l_j\,n^l_in^l_j+\tfrac12\sum_{pqrs}R_{pq,rs}E_{pq}E_{rs}.\tag{3}$$

Within one $l$ all densities commute, and the interaction is diagonal in determinants built from the rotated orbitals. Between vectors, $[X_l,X_m]=\sum_{pq}[L^l,L^m]_{pq}E_{pq}$, which vanishes only if the two matrices commute. An implementation therefore changes orbital basis from one $l$ to the next. If $r_l$ eigenvalues are kept, vector $l$ needs $r_l(r_l+1)/2$ distinct density products.

Real orbitals matter here: with complex ones a Cholesky vector need not be Hermitian and this diagonalization does not apply as written. Orthonormality matters too, since otherwise $c^l_{i\sigma}$ would not obey fermion anticommutation rules.

## Error of stopping the Cholesky decomposition

The columns of $R$ are symmetric in $p\leftrightarrow q$, so the eigenvectors of $R$ with nonzero eigenvalue are too. Scaling them by the square roots of their eigenvalues gives $R=\sum_m M^m\otimes M^m$ with symmetric $M^m$. Let $M^m$ have eigenvalues $\mu_i$. On a determinant of its eigenorbitals, $\sum_{pq}M^m_{pq}E_{pq}$ equals the sum of $\mu$ over $N$ occupied spin orbitals. By the Cauchy–Schwarz inequality, and because each $\mu_i$ can occur at most twice,

$$\Big(\sum_{\rm occ}\mu\Big)^2\le N\sum_{\rm occ}\mu^2\le 2N\sum_i\mu_i^2=2N\sum_{pq}(M^m_{pq})^2 .$$

Halving and summing over $m$ gives

$$0\le\tfrac12\sum_{pqrs}R_{pq,rs}E_{pq}E_{rs}\le N\,{\rm tr}R,\qquad {\rm tr}R=\sum_{pq}R_{pq,pq}.\tag{4}$$

With $\tilde h$ held fixed, stopping early removes a nonnegative operator, so it cannot raise the ground-state energy. The second truncation has no such definite sign.

## Error of discarding eigenvalues

For each vector, split the eigenvalues into a kept set $K_l$ and a discarded set $D_l$, and write $X_l=A_l+B_l$ with

$$A_l=\sum_{i\in K_l}\lambda^l_in^l_i,\qquad B_l=\sum_{i\in D_l}\lambda^l_in^l_i .$$

The truncated interaction contains $A_l^2$. Since $A_l$ and $B_l$ commute, the removed operator is

$$\Delta V=\tfrac12\sum_l(X_l^2-A_l^2)=\tfrac12\sum_lB_l(2A_l+B_l).\tag{5}$$

The cross term $A_lB_l$ makes the error linear in the discarded eigenvalues. It is the interaction between a discarded density and the kept ones.

On a rotated determinant with $k$ electrons in $D_l$ and $N-k$ in $K_l$, one term of (5) has the value $\tfrac12S_B(2S_A+S_B)$, where $S_B$ and $S_A$ are sums of occupied spin-orbital eigenvalues. Let $b_k$ be the largest $|S_B|$ for $k$ electrons, and $a_j$ the largest $|S_A|$ for $j$ electrons. Both follow from a sorted list in which each eigenvalue appears twice:

$$b_k=\max\big(|\text{sum of the }k\text{ largest}|,\;|\text{sum of the }k\text{ smallest}|\big),\tag{6}$$

with "largest" and "smallest" taken with sign. All other sums lie between these two. The triangle inequality gives $|S_B(2S_A+S_B)|\le b_k(2a_{N-k}+b_k)$. The operator is diagonal in these determinants, so its norm is at most

$$e_l=\tfrac12\max_k\,b_k\,(2a_{N-k}+b_k),\qquad \max(0,N-2|K_l|)\le k\le\min(N,2|D_l|).\tag{7}$$

The limits on $k$ state that no orbital holds more than two electrons. Different $l$ have different eigenstates, so their norms are combined by the triangle inequality:

$$\|\Delta V\|\le\sum_le_l .\tag{8}$$

The bound (7) is attained when, at the maximizing $k$, the extreme values of $S_A$ and $S_B$ can be chosen with the same sign. The two sums can be chosen independently once $k$ is fixed, because they involve different orbitals.

### A closed form and its limits

Let $\eta$ be the largest discarded $|\lambda|$ of a vector and $\Lambda$ its largest $|\lambda|$. Then $b_k\le k\eta$ and $a_{N-k}\le(N-k)\Lambda$, so that

$$e_l\le\max_k\tfrac12k\eta\,[2(N-k)\Lambda+k\eta]=\max_k\tfrac12\eta\,[2N\Lambda k-(2\Lambda-\eta)k^2].$$

Allowing real $k$ can only increase the maximum. Because $\eta\le\Lambda$, the parabola opens downward. Its derivative vanishes at $k=N\Lambda/(2\Lambda-\eta)\le N$, and substitution gives

$$e_l\le\frac{N^2\eta\Lambda^2}{2(2\Lambda-\eta)} .\tag{9}$$

For $\eta\ll\Lambda$ the right side tends to $N^2\eta\Lambda/4$, with half the electrons in each set. For $\eta=\Lambda$ it becomes $N^2\Lambda^2/2$, the largest value of $\tfrac12X_l^2$ that $|\lambda|\le\Lambda$ permits.

The quadratic growth with $N$ assumes that the discarded orbitals can hold about half the electrons. If few are discarded, $b_k\le2|D_l|\eta$ and $a_{N-k}\le N\Lambda$ give instead

$$e_l\le2|D_l|\eta\,(N\Lambda+|D_l|\eta),$$

which grows linearly with $N$ at fixed $|D_l|$. Equation (7) covers both cases and needs only sorted partial sums, so it is the form to implement.

## From the operator to energies

Let $H_{\rm t}=H-\Delta V$, with $v_-$ and $v_+$ the lowest and highest eigenvalues of $\Delta V$ in the $N$-electron space. As operators, $H-v_+\le H_{\rm t}\le H-v_-$. The min-max principle carries this order over to each eigenvalue, counted from below:

$$-v_+\le\delta E_j\le-v_-,\qquad|\delta E_j|\le\sum_le_l .\tag{10}$$

An energy difference between two states of the same $N$ changes by at most $v_+-v_-$. If the Cholesky decomposition was also stopped early, $N\,{\rm tr}R$ is added to the bound on $|\delta E_j|$. These statements concern eigenvalues; they do not bound the change of a wave function, which also depends on the gap to neighbouring states.

### Which one-body term is used

Equation (10) assumes that $\tilde h$ is computed from the full integrals. If the correction in (1) is rebuilt from the truncated integrals, $\tilde h$ changes. With matrices $L=A+B$ for one vector, $AB=BA=0$, because kept and discarded eigenvectors are orthogonal. Hence $L^2=A^2+B^2$. With $R$ negligible, replacing $-\tfrac12\sum_lL^2$ by $-\tfrac12\sum_lA^2$ adds the operator

$$W=\tfrac12\sum_l\sum_{i\in D_l}(\lambda_i^l)^2n_i^l\ge0 .\tag{11}$$

The energy with the rebuilt term therefore lies above that with the fixed term by between zero and $w$, the largest $N$-electron eigenvalue of $W$.

A single electron shows the difference. With the rebuilt term it has no interaction with itself, as it should. With the fixed term the self-action is cancelled in full although only part of it remains in the interaction, and the one-electron Hamiltonian is wrong by $-W$. For many electrons neither choice is uniformly better, as the numbers below show. Whichever is used, the bound must match: $\sum_le_l$ for the fixed term, $\sum_le_l+w$ for the rebuilt one.

## Worked example: NH3 in a minimal basis

The molecule has an N–H distance of 1.0139 Å and an H–N–H angle of 106.82°. The STO-3G basis gives 8 orbitals, orthogonalized symmetrically, and all 10 electrons are correlated. Full configuration interaction (CI) gives a total energy of $-55.519485$ hartree. This reference omits everything outside the minimal basis (the Hartree–Fock energy alone falls by 0.74 hartree, from $-55.454$ to $-56.196$, on going to cc-pVDZ), as well as relativistic effects and nuclear motion; it serves only to measure truncation errors. The threefold axis lies along $z$, one hydrogen lies in the $xz$ plane, and ties between pivots go to the lowest pair index.

The 3136 determinants have zero spin projection. This suffices for the norm in the whole 10-electron space: $\Delta V$ is independent of spin, and for even $N$ every spin multiplet has a member with zero projection.

The Cholesky decomposition yields 36 vectors, equal to $n(n+1)/2$, with 288 eigenvalues. The rotated densities rebuild the integrals to $6\times10^{-15}$ hartree, so $R$ plays no part in the second-stage results. A separate run stopped at a diagonal of $10^{-2}$ hartree has 16 vectors. Its residual operator lies between 0.003 and 0.107 hartree, against the bound $N\,{\rm tr}R=1.23$ hartree, and the energy falls by 0.075 hartree. The sign agrees with (4), while the bound is more than ten times the norm.

### One vector by hand

The first vector has eigenvalues 0.2112, 0.2180, 0.2180, 0.4598, 0.5063, 0.5102, 0.5102 and 2.0666 hartree$^{1/2}$. Suppose the smallest is discarded. At $k=2$,

$$b_2=2(0.2112)=0.4224,\qquad a_8=2(2.0666+0.5102+0.5102+0.5063)=7.1866,$$

$$\tfrac12b_2(2a_8+b_2)=\tfrac12(0.4224)(14.3732+0.4224)=3.12\ \text{hartree}.$$

At $k=1$ the result is 1.64 hartree, so $e_1=3.12$ hartree. All eigenvalues are positive, hence this bound is attained. The closed form (9) gives

$$\frac{100(0.2112)(2.0666)^2}{2(4.1332-0.2112)}=11.5\ \text{hartree},$$

larger because it gives every kept electron the eigenvalue 2.0666, which only two can have, and because it lets about half of the electrons enter a discarded set that holds only two.

A test with four electrons examined the fourth vector at a threshold of 0.1 hartree$^{1/2}$, which discards 4 of its 8 eigenvalues. The spectrum of the error operator, obtained by diagonalization, agreed with the values from rotated occupations to $3\times10^{-15}$ hartree. Its norm and $e_4$ were both 0.29382 hartree.

### One threshold for all vectors

Here $\lambda_{\rm cut}$ is in hartree$^{1/2}$ and energies are in hartree. The shifts $\delta E$ are relative to full CI with the full integrals.

| $\lambda_{\rm cut}$ | kept | $\delta E$, fixed | $\delta E$, rebuilt | $\sum e_l$ |
|---|---|---|---|---|
| 0.100 | 53 | −0.194 | −0.120 | 1.52 |
| 0.030 | 80 | 0.0380 | 0.0488 | 0.644 |
| 0.010 | 113 | 0.0411 | 0.0421 | 0.199 |
| 0.003 | 147 | 0.0205 | 0.0206 | 0.0842 |

The bound falls at every step, but the energy error with the fixed one-body term does not: it changes sign and then grows slightly between 0.03 and 0.01. Equation (5) permits this, since contributions of either sign can cancel. A small change of energy between two thresholds is therefore no proof of convergence. The entries depend on the pivots and hence on tie-breaking, orientation and orbital basis. With the opposite tie rule the fixed-term shifts are $-0.215$, 0.044, 0.035 and 0.017 hartree; in canonical Hartree–Fock orbitals they are 0.117, 0.251, 0.029 and 0.002 hartree. The rebuilt one-body term reduces the error in the first row and increases it in the others, because $W$ always pushes upward.

At $\lambda_{\rm cut}=0.003$ the slack can be traced. The eigenvalues of $\Delta V$ run from $-0.0395$ to $0.0044$ hartree, so its norm is 0.0395. The sum of the separate norms of the vectors, found by enumerating occupations, is 0.0838, and $\sum e_l$ is 0.0842. Equation (7) thus loses about 0.5%, while the triangle inequality over vectors costs a factor of 2.1. The ground state realizes about half of the norm. The closed form gives 0.231 hartree, 2.7 times $\sum e_l$.

### Discarding up to an error budget

For small $\eta$, equation (9) depends on the product $\eta\Lambda$. This suggests discarding in increasing order of $|\lambda_i^l|\Lambda_l$ instead of $|\lambda_i^l|$. The order is a heuristic; the certificate comes from recomputing $\sum_le_l$ after each trial and stopping before it exceeds the budget. Only the affected vector needs a new $e_l$. With the fixed one-body term and energies in hartree:

| budget | order | discarded | $\sum e_l$ | $\delta E$ |
|---|---|---|---|---|
| $10^{-2}$ | $\lvert\lambda\rvert$ | 116 | 0.00971 | 0.0024 |
| $10^{-2}$ | $\lvert\lambda\rvert\Lambda$ | 139 | 0.00945 | −0.00029 |
| $10^{-3}$ | $\lvert\lambda\rvert$ | 93 | 0.00094 | −0.000026 |
| $10^{-3}$ | $\lvert\lambda\rvert\Lambda$ | 111 | 0.00098 | −0.000010 |

The counts include 77 eigenvalues that are zero to rounding and cost nothing to discard. Among the nonzero ones, the weighted order discards 62 instead of 39 at the larger budget, and 34 instead of 16 at the smaller. The comparison with the uniform threshold 0.003 is sharper. That threshold discards 141 eigenvalues with a bound of 0.0842 hartree; the weighted order discards 139 with a bound nine times smaller. This factor belongs to the orbitals used here. In canonical orbitals, where 64 eigenvalues are zero, the threshold discards 101 with a bound of 0.0176 hartree and the weighted order 108 with a bound of 0.0077 hartree. The certificate can also be far from the actual error. In the cc-pVDZ basis, with the Cholesky decomposition stopped at $10^{-8}$ hartree and a budget of $10^{-2}$ hartree, the weighted order discards 5485 of 10469 eigenvalues and changes the Hartree–Fock energy, to first order, by $-8\times10^{-5}$ hartree; the order by $|\lambda|$ discards 3770 and changes it by $-2\times10^{-6}$ hartree.

## Second case: shifting a vector before truncation

The first vector looked incompressible because its eigenvalues are far from zero. At fixed $N$, however, a common shift is a one-body matter. Let $X=X'+cN$, where $X'$ has eigenvalues $\lambda_i-c$. Then

$$\tfrac12X^2=\tfrac12X'^2+cN\,X'+\tfrac12c^2N^2 .\tag{12}$$

The last two terms are a one-body operator and a constant. Keep both in full and truncate only $X'^2$; equations (5) to (10) then hold with $\lambda_i-c$ in place of $\lambda_i$.

For the first vector take $c=0.5102$. The shifted eigenvalues are $-0.2990$, $-0.2922$, $-0.2922$, $-0.0504$, $-0.0039$, 0, 0 and 1.5564, to the printed accuracy. Discard the three smallest in magnitude. The maximum of (7) is at $k=6$, where $b_6=2(0.0039)=0.0078$ and $a_4=2(1.5564-0.0504)=3.012$:

$$e_1=\tfrac12(0.0078)(6.024+0.008)\approx0.02\ \text{hartree}.$$

Three densities now cost at most about 0.02 hartree, where one cost 3.12 hartree before. Shifting by an eigenvalue always makes that eigenvalue free to discard; clustering makes its neighbours cheap as well. The one-body term in (12) contains $N$, so the shifted Hamiltonian must be rebuilt when the electron number changes. The tables above use no shift. The numerical output gives further values for the unshifted truncations.

## Table of computed values

```
NH3, STO-3G, full CI
N-H distance 1.0139 angstrom, H-N-H angle 106.82 degrees
orbitals 8, electrons 10, determinants 3136
full CI total energy -55.519485 hartree
Cholesky vectors 36, second-stage eigenvalues 288
max error of rebuilt integrals 6.2e-15 hartree
norm error of H from squares 2.5e-14 hartree
eigenvalues of the first vector, hartree^(1/2):
  0.2112 0.2180 0.2180 0.4598
  0.5063 0.5102 0.5102 2.0666
4-electron test, vector 4, threshold 0.1 hartree^(1/2):
  discarded 4 of 8 eigenvalues
  spectrum mismatch 3.3e-15 hartree
  norm 0.29382, bound e_l 0.29382 hartree
First stage stopped at diagonal 1e-02 hartree: 16 vectors
  residual operator from 3.032e-03 to 1.066e-01 hartree
  bound N tr R 1.229e+00, energy shift -7.500e-02 hartree
Threshold in hartree^(1/2); all other columns but 'kept' in hartree
thresh kept  dE(fixed h)  dE(new h)    max W
0.100    53  -1.939e-01  -1.200e-01  1.028e-01
0.030    80   3.803e-02   4.877e-02  1.473e-02
0.010   113   4.112e-02   4.209e-02  1.459e-03
0.003   147   2.050e-02   2.056e-02  8.785e-05
thresh  min dV     max dV    sum norms  sum e_l   closed
0.100 -2.61e-01  5.95e-01  1.41e+00  1.52e+00  7.30e+00
0.030 -2.53e-01  1.69e-01  6.24e-01  6.44e-01  2.11e+00
0.010 -1.05e-01  2.76e-02  1.98e-01  1.99e-01  6.46e-01
0.003 -3.95e-02  4.38e-03  8.38e-02  8.42e-02  2.31e-01
Certified truncation, fixed h; energies in hartree
budget  order      discarded  sum e_l    dE
1e-02   |lam|        116     9.71e-03   2.44e-03
1e-02   |lam|*Lam    139     9.45e-03  -2.93e-04
1e-03   |lam|         93     9.44e-04  -2.61e-05
1e-03   |lam|*Lam    111     9.76e-04  -9.60e-06
```
